# The Diatomic Virial Identity from Scaling the Electron Coordinates

Two point nuclei with charges $Z_A$ and $Z_B$ are held at a separation $R$. Around them move $N$ non-relativistic electrons, and all forces are Coulomb forces. The derivation uses atomic units, in which $\hbar$, the electron mass, the elementary charge and $4\pi\varepsilon_0$ equal one; the example is in eV and nm. Let $\mathbf e$ be the unit vector along the axis. With the origin at the midpoint, nucleus $A$ sits at $+R\mathbf e/2$ and nucleus $B$ at $-R\mathbf e/2$. The Hamiltonian is

$$
H=\hat T+v_{ne}(R)+v_{ee}+V_{nn},\qquad \hat T=-\tfrac12\sum_i\nabla_i^2,
$$

$$
v_{ne}(R)=-\sum_i\left[\frac{Z_A}{|\mathbf r_i-R\mathbf e/2|}+\frac{Z_B}{|\mathbf r_i+R\mathbf e/2|}\right],\quad
v_{ee}=\sum_{i<j}\frac1{|\mathbf r_i-\mathbf r_j|},\quad
V_{nn}=\frac{Z_AZ_B}{R}.
$$

Let $\psi$ be a normalized bound eigenstate, $H\psi=E\psi$, that varies smoothly with $R$. Write $T$, $V_{ne}$ and $V_{ee}$ for the expectation values of the three electronic terms, and

$$
V=V_{ne}+V_{ee}+V_{nn},\qquad E=T+V .
$$

Here $T$ contains no nuclear motion, while $V$ and $E$ both contain the nuclear repulsion. The claim is

$$
2T+V=-R\,\frac{dE}{dR}. \tag{1}
$$

Since $F=-dE/dR$ is the force along the axis, positive when it drives the nuclei apart, (1) also says $F=(2T+V)/R$. The force follows from energies at a single separation.

Stretch or compress the electron cloud while the nuclei stay where they are. For a number $\eta>0$ define

$$
\psi_\eta(\mathbf r_1,\dots,\mathbf r_N)=\eta^{3N/2}\,\psi(\eta\mathbf r_1,\dots,\eta\mathbf r_N),
$$

where $\psi$ on the right is the eigenstate at the actual separation $R$. A value $\eta>1$ draws the cloud towards the midpoint. Spins are untouched, and so is the antisymmetry. With $\mathbf s_i=\eta\mathbf r_i$ the volume element is $d^{3N}r=\eta^{-3N}d^{3N}s$, which cancels the factor $\eta^{3N}$ in $|\psi_\eta|^2$. The norm therefore remains one.

The same substitution gives each energy. A gradient of $\psi(\eta\mathbf r)$ with respect to $\mathbf r_i$ brings out one factor $\eta$, and the kinetic energy contains two gradients:

$$
T(\eta)=\tfrac12\sum_i\int|\nabla_i\psi_\eta|^2\,d^{3N}r=\eta^2T .
$$

For the electron repulsion, $1/|\mathbf r_i-\mathbf r_j|=\eta/|\mathbf s_i-\mathbf s_j|$, so $V_{ee}(\eta)=\eta V_{ee}$. The attraction behaves differently, because the nuclei did not take part in the scaling:

$$
\frac1{|\mathbf r_i\mp R\mathbf e/2|}=\frac{\eta}{|\mathbf s_i\mp\eta R\mathbf e/2|}.
$$

Seen from the unscaled cloud, the nuclei have moved to separation $\eta R$. Define the attraction of the frozen cloud to nuclei at a separation $x$,

$$
A(x)=\langle\psi|v_{ne}(x)|\psi\rangle ,
$$

with $\psi$ still belonging to $R$. Then $V_{ne}(\eta)=\eta A(\eta R)$ and $A(R)=V_{ne}$. The nuclear repulsion does not involve the electrons and stays at $V_{nn}$. Altogether

$$
E(\eta)=\eta^2T+\eta V_{ee}+\eta A(\eta R)+V_{nn}. \tag{2}
$$

At $\eta=1$ this energy is stationary. Since $H$ is Hermitian and $H\psi=E\psi$,

$$
\left.\frac{dE(\eta)}{d\eta}\right|_{1}
=2\,\mathrm{Re}\Big\langle\frac{\partial\psi_\eta}{\partial\eta}\Big|H\Big|\psi\Big\rangle_{1}
=2E\,\mathrm{Re}\Big\langle\frac{\partial\psi_\eta}{\partial\eta}\Big|\psi\Big\rangle_{1}
=E\left.\frac{d}{d\eta}\langle\psi_\eta|\psi_\eta\rangle\right|_{1}=0 .
$$

The argument needs an eigenstate, not the lowest one. Differentiating (2), with the product rule for $\eta A(\eta R)$, gives

$$
2T+V_{ee}+V_{ne}+R\,A'(R)=0,\qquad
A'(R)=\Big\langle\psi\Big|\frac{\partial v_{ne}}{\partial R}\Big|\psi\Big\rangle. \tag{3}
$$

The last term is the price of holding the nuclei fixed. For a single atom with its nucleus at the origin it is absent, and (3) reduces to $2T+V=0$.

It remains to express $A'(R)$ through the energy curve. Differentiate $E=\langle\psi|H|\psi\rangle$ with respect to $R$, now letting $\psi$ follow the nuclei:

$$
\frac{dE}{dR}=\Big\langle\psi\Big|\frac{\partial H}{\partial R}\Big|\psi\Big\rangle
+2\,\mathrm{Re}\Big\langle\frac{\partial\psi}{\partial R}\Big|H\Big|\psi\Big\rangle .
$$

The second term equals $E\,d\langle\psi|\psi\rangle/dR$, which vanishes because the norm is one at every $R$. This is the Hellmann-Feynman theorem. In $H$, only $v_{ne}$ and $V_{nn}$ contain $R$ explicitly, and $dV_{nn}/dR=-Z_AZ_B/R^2=-V_{nn}/R$. Hence

$$
\frac{dE}{dR}=A'(R)-\frac{V_{nn}}R
\quad\Longrightarrow\quad
R\,A'(R)=R\frac{dE}{dR}+V_{nn}. \tag{4}
$$

Inserting (4) in (3),

$$
2T+V_{ee}+V_{ne}+V_{nn}+R\frac{dE}{dR}=0 ,
$$

which is (1). The nuclear repulsion, which played no part in the scaling, enters through the derivative of $E$ and completes $V$. If one prefers the electronic energy $W=E-V_{nn}$, then $dE/dR=dW/dR-V_{nn}/R$, and $V_{nn}$ cancels from both sides:

$$
2T+V_{ne}+V_{ee}=-R\,\frac{dW}{dR}. \tag{5}
$$

Either form is correct, but the repulsion must be included on both sides or on neither.

The midpoint is a convenience. Had the nuclei been at $\mathbf c\pm R\mathbf e/2$, scaling about the origin would have added to (3) the derivative of the attraction under a rigid shift of both nuclei along $\mathbf c$. For a frozen cloud, shifting the nuclei by $\mathbf t$ is equivalent to shifting the cloud by $-\mathbf t$, and the energy of an eigenstate is stationary under that variation too. Neither $\hat T$ nor $v_{ee}$ changes in a rigid shift, so the added term is zero.

Since $2T+V=T+E$, the identity separates the two parts of the energy:

$$
T=-E-R\frac{dE}{dR},\qquad V=2E+R\frac{dE}{dR}. \tag{6}
$$

At an equilibrium separation $T=-E$ and $V=2E$. On a repulsive wall $2T+V$ is positive; where the nuclei attract each other it is negative.

For close encounters it helps to measure energies from the separated atoms, where $T_\infty=-E_\infty$ and $V_\infty=2E_\infty$. Let $U=E-E_\infty$ be the interaction energy and, where $U>0$, let $n=-(R/U)\,dU/dR$ be its local exponent, so that $U$ varies locally as $R^{-n}$. Subtracting the atomic values from (6) gives

$$
T-T_\infty=(n-1)U,\qquad V-V_\infty=(2-n)U. \tag{7}
$$

A bare Coulomb repulsion has $n=1$ and costs no electronic kinetic energy. If the wall is steeper than $R^{-2}$, the total potential energy lies below that of the separated atoms, and the rise in kinetic energy outweighs it to make the interaction repulsive.

As $R\to0$, suppose that $W$ tends to the energy $E_u$ of the united atom with $R\,dW/dR\to0$. Then $E\simeq Z_AZ_B/R+E_u$ diverges, but (5) gives $T=-W-R\,dW/dR\to-E_u$, which is finite. Moreover $T=-d(RW)/dR$, and integration from zero, where $RW$ vanishes, yields

$$
W(R)=-\frac1R\int_0^R T(x)\,dx . \tag{8}
$$

The electronic energy is minus the mean kinetic energy over all smaller separations, provided the same smooth state is followed down to $R=0$.

Equation (1) applies to approximate states if they are stationary under the two variations used. In Hartree-Fock theory with unrestricted orbital shapes, a scaled determinant is again a determinant, and so is one whose orbitals follow the nuclei. Both changes are allowed variations, and the identity holds. A finite basis does not in general allow them.

Take basis functions centred on the nuclei, such as Gaussians, and multiply every exponent by $\eta^2$. Since

$$
\exp(-\eta^2\alpha|\mathbf r-\mathbf R_A|^2)=\exp(-\alpha|\eta\mathbf r-\eta\mathbf R_A|^2),
$$

this basis at separation $R$ is the original basis at separation $\eta R$, viewed in scaled coordinates. Electrons and nuclei are now scaled together, so for given orbital coefficients

$$
T=\eta^2t(x),\qquad V=\eta\,v(x),\qquad x=\eta R,
$$

where $V$ includes $Z_AZ_B/R=\eta Z_AZ_B/x$. Orbitals are understood to be re-orthonormalized when $x$ changes, so that the coefficients can vary freely. At self-consistency the energy is stationary in these coefficients, and their response contributes nothing to its first derivatives. With primes for derivatives with respect to $x$,

$$
\frac{\partial E}{\partial\eta}=2\eta t+v+R(\eta^2t'+\eta v'),\qquad
\frac{\partial E}{\partial R}=\eta(\eta^2t'+\eta v').
$$

Multiplying the first by $\eta$ and recognizing the second in its last term,

$$
2T+V+R\frac{\partial E}{\partial R}=\eta\frac{\partial E}{\partial\eta}. \tag{9}
$$

The virial error of a self-consistent calculation is the slope of its energy in the common scale of the basis. If that scale is optimized at each $R$, the right side vanishes. The total slope of the optimized curve is then also $\partial E/\partial R$, because the extra term $(\partial E/\partial\eta)(d\eta/dR)$ is zero, and (1) is restored.

The individual steps can be examined for one electron between two charges $Z=3$ at $R=0.05$ nm. The wave function was computed in spheroidal coordinates, in a basis whose decay length does not follow $R$, so that (1) is not built in. The energies are $T=119.43$ eV, $V_{ne}=-348.65$ eV and $V_{nn}=259.19$ eV, whence

$$
2T+V=238.86-348.65+259.19=149.40\ \text{eV}.
$$

The finite difference of the energy curve gives $-R\,dE/dR=149.40$ eV. Integrating the scaled density against the unmoved nuclei, with $\eta$ changed by $\pm0.01$, tests (3) and (4) separately. The sum in (3) comes out as $0.02$ eV instead of zero, against $2T=238.9$ eV. The same integration gives $R\,A'(R)=109.82$ eV, while the energy curve gives $R\,dW/dR=109.80$ eV. Both comparisons use the same numerical derivative of the attraction and carry the same small error.

The many-electron example is Li$_2$ at $R=0.05$ nm, or $0.9449$ bohr, in restricted Hartree-Fock theory. Each atom carries ten s, six p and one d set of Gaussians. The configuration is held at $1\sigma_g^2\,1\sigma_u^2\,2\sigma_g^2$. The four energies, in eV, are

$$
T=481.753,\quad V_{ne}=-1382.157,\quad V_{ee}=286.329,\quad V_{nn}=259.194 .
$$

The last three add up to $V=-836.634$ eV, so

$$
2T+V=963.506-836.634=126.872\ \text{eV},\qquad
F=\frac{126.872\ \text{eV}}{0.05\ \text{nm}}\approx2537\ \text{eV/nm}.
$$

The finite-difference slope of $E(R)$ gives $-R\,dE/dR=127.040$ eV and $F\approx2541$ eV/nm. The difference in the virial is $-0.169$ eV, or $0.13$ per cent of $-R\,dE/dR$. According to (9) it should equal the scale slope of the basis, and a separate calculation with changed exponents gives $-0.169$ eV for that slope. The discrepancy is thus a basis error. The digits shown belong to this basis and are not converged: with thirteen s, eight p and three d sets per atom, $E$ falls by $0.06$ eV, $T$ rises by $0.09$ eV, $-R\,dE/dR$ becomes $127.01$ eV and $F\approx2540$ eV/nm.

Bare nuclei would repel each other with $5184$ eV/nm. The electrons pull them together with the difference, about $2643$ eV/nm, and cancel about half of the repulsion.

At $0.10$ nm the two sides of (1) are $18.02$ and $18.16$ eV. At $0.35$ nm they are $-1.83$ and $-1.94$ eV, and the force has become attractive. The two sides differ by between $0.1$ and $0.2$ eV in magnitude at all three separations, but at $0.35$ nm this is $6$ per cent of the finite-difference value. There the virial is a small remainder of large terms, and a force obtained from it needs a correspondingly good basis. In the larger basis the two sides at $0.35$ nm become $-1.93$ and $-1.90$ eV. The closed-shell model also has a defect at long range: with two electrons in $a+b$, where $a$ and $b$ are orbitals on the two atoms, the product contains the ionic terms $aa$ and $bb$ with the same weight as $ab$ and $ba$. The model therefore does not separate into two neutral atoms. At $0.35$ nm the effect on the force is still small: configuration interaction for the two valence electrons, in a truncated orbital space, changes $-R\,dE/dR$ from $-1.90$ to about $-1.85$ eV.

A minimal basis shows (9) where the error is large. With STO-3G at $0.05$ nm, the virial error is $-52.05$ eV, and the independently computed scale slope has the same value to two decimals. The negative sign means that the energy falls when the functions are contracted: the standard exponents are, taken together, too diffuse for this compressed pair. The best common scale is $\eta=1.135$, at which the virial error is $-0.0002$ eV. Yet the energy has dropped by only $3.4$ eV and still lies $6.7$ eV above that of the larger basis. A fulfilled virial identity shows that one variation has been optimized; it does not show that the wave function is good.

At $0.05$ nm the energy of the pair is $E=-354.88$ eV. It lies $U=49.6$ eV above two free atoms, treated by restricted open-shell Hartree-Fock theory in the same basis. The local exponent is therefore

$$
n=\frac{127.04}{49.59}\approx2.56 ,
$$

and (7) predicts a kinetic energy rise of $1.56\times49.6\approx77$ eV and a potential energy change of $-0.56\times49.6\approx-28$ eV. Subtracting the atomic expectation values directly gives $77.3$ and $-27.7$ eV. The larger basis lowers $U$ by $0.04$ eV and leaves $n$ at $2.56$. At this separation the wall is steeper than $R^{-2}$, and the total potential energy is below that of the free atoms, in spite of $259$ eV of nuclear repulsion. This cannot continue to $R\to0$, where $n$ must tend to one.

In a head-on collision with an equal mass at rest, the relative motion has the reduced mass $M/2$ and hence half the laboratory energy. At closest approach the relative motion has stopped, and that half has become $U$. A lithium atom of about $99$ eV therefore reaches $0.05$ nm on this singlet curve. Three of the four spin pairings of two ground-state atoms enter instead on the triplet $2\sigma_g^1\,2\sigma_u^1$, which in Hartree-Fock theory lies about $2.7$ eV higher at $0.05$ nm. Implanters work at roughly a keV to several hundred keV, so this head-on example belongs to the late part of an ion's slowing down, or to a weak recoil. A head-on collision early in the track comes closer, while a fast ion can also have its closest approach at $0.05$ nm if it passes off-centre.

Several assumptions matter at this separation. In Hartree-Fock theory the closed-shell state is not the lowest one found. In a slightly smaller basis without d functions, the triplet $1\sigma_u^2\,2\sigma_g^1\,1\pi_u^1$ lies $0.31$ eV below it, whereas $1\sigma_u^1\,2\sigma_g^2\,1\pi_u^1$ lies $37$ eV above. In both triplets $1\sigma_g$ remains doubly occupied. The identity holds for each smoothly followed stationary state, but the numbers above describe the chosen singlet, not an established ground state. So small a gap is sensitive to the treatment. It becomes $0.38$ eV in the larger basis. Configuration interaction for the two valence electrons, on a frozen core, reverses the order: it lowers the singlet by about $1.3$ eV and leaves the $2\sigma_g^1\,1\pi_u^1$ triplet roughly $0.9$ eV above it.

For the singlet, coupled-cluster theory with single and double excitations, in the same smaller basis, lowers the total energy by $3.6$ eV and the force by about $11$ eV/nm, or $0.4$ per cent. That basis lacks d functions, so these figures show the size of the effect and are not converged values. The change in $U$ is smaller than the $3.6$ eV to the extent that the free atoms have correlation energy of their own, which was not computed. For relativity, a rough size follows from the hydrogen-like 1s shift $-\alpha^2Z^4/8$ per electron, with $\alpha$ the fine-structure constant. Replacing four such electrons at $Z=3$ by two at $Z=6$ lowers the energy by $0.4$ eV. This ignores screening and goes all the way to the united atom, so it greatly overstates the relativistic change in $U$ at $0.05$ nm, which a first-order scalar-relativistic estimate puts near $-0.01$ eV.

Clamped nuclei require the electrons to adjust during the collision. The initial relative speed is $0.028$ of the speed of the least-bound occupied orbital, taken from its kinetic energy at $0.05$ nm. This favours the assumption without proving it, since closely spaced states can still mix. With that electron speed held fixed, the ratio grows as the square root of the collision energy and reaches about $0.29$ at $10$ keV, where an energy curve for a single electronic state is no longer a safe description. In a solid the neighbouring atoms also act on the pair; their effect lies outside this diatomic model and has not been sized.

The derivation also shows where (1) itself ceases to apply. It needs a kinetic energy that scales as $\eta^2$, which a relativistic one does not, and interactions that scale as an inverse length. A pseudopotential, a nucleus of finite size or an external field brings in a further length or strength, and its response to scaling must be added. At a crossing the identity holds along each smooth state, but not across the kink formed by always choosing the lower one. The numerical output gives the energies with further digits.

## Numbers as computed

```
ONE ELECTRON, TWO CHARGES Z = 3, R = 0.05 nm
kinetic energy T                        119.4270 eV
attraction V_ne                        -348.6505 eV
nuclear repulsion V_nn                  259.1936 eV
2T + V                                  149.3970 eV
-R dE/dR, finite difference             149.3970 eV
scaling slope 2T + dV_ne/deta             0.0192 eV
R<dv_ne/dR> from scaled density         109.8158 eV
R dW/dR, finite difference              109.7967 eV
LI2, RESTRICTED HARTREE-FOCK, s p d BASIS
0.05 nm in bohr                         0.944863 bohr
T     at 0.05 nm                         481.753 eV
V_ne  at 0.05 nm                       -1382.157 eV
V_ee  at 0.05 nm                         286.329 eV
V_nn  at 0.05 nm                         259.194 eV
V at 0.05 nm                            -836.634 eV
E at 0.05 nm                            -354.881 eV
R (nm)   2T+V (eV)   -R dE/dR (eV)   difference (eV)
 0.05     126.8717       127.0404         -0.1687
 0.10      18.0207        18.1570         -0.1363
 0.35      -1.8255        -1.9368          0.1112
basis-scale slope at 0.05 nm             -0.1685 eV
force (2T+V)/R at 0.05 nm                 2537.4 eV/nm
force -dE/dR at 0.05 nm                   2540.8 eV/nm
bare nuclear force at 0.05 nm             5183.9 eV/nm
MINIMAL BASIS STO-3G, LI2 AT 0.05 nm
virial error 2T+V+R dE/dR, eta = 1      -52.0524 eV
eta dE/deta, eta = 1                    -52.0522 eV
best common scale eta                    1.13471 (no unit)
virial error at best scale               -0.0002 eV
energy lowering by scaling                 3.406 eV
energy still above s p d basis             6.735 eV
COLLISION AND NEGLECTED EFFECTS AT 0.05 nm
energy above two free atoms, U             49.59 eV
lab energy, head-on, target at rest        99.18 eV
CCSD correlation energy (s p basis)       -3.601 eV
CCSD correlation force (s p basis)        -10.76 eV/nm
triplet 1su2 2sg1 1pu1 minus singlet      -0.306 eV
triplet 1su1 2sg2 1pu1 minus singlet      37.420 eV
initial nuclear / outer electron speed   0.02845 (no unit)
relativistic shift, unscreened 1s          0.411 eV
```
